# Why correlation raises compressibility but lowers spin susceptibility in the electron gas

Take a uniform electron gas in which each electron has on average a sphere of radius $r_s a_0$ with $r_s=2$. Exchange multiplies both its compressibility $\kappa$ and its spin susceptibility $\chi$ by the same number, 1.496. When correlation is added, the two separate: the factor for $\kappa$ rises to 1.551, while that for $\chi$ falls to 1.299. The explanation lies in two second derivatives of the energy, one for adding electrons of equal spin and one for adding electrons of opposite spin.

## 1. What is being weighed

The gas is three-dimensional, at zero temperature, in a rigid uniform background that cancels the average Coulomb field. Let $e(n_\uparrow,n_\downarrow)$ be its energy per volume at fixed spin densities, with $n=n_\uparrow+n_\downarrow$ and $m=n_\uparrow-n_\downarrow$. At $m=0$ define

$$A=\frac{\partial^2e}{\partial n_\uparrow^2}=\frac{\partial^2e}{\partial n_\downarrow^2},\qquad B=\frac{\partial^2e}{\partial n_\uparrow\partial n_\downarrow}.$$

Since $n_{\uparrow,\downarrow}=(n\pm m)/2$, we have $\partial_n=\tfrac12(\partial_\uparrow+\partial_\downarrow)$ and $\partial_m=\tfrac12(\partial_\uparrow-\partial_\downarrow)$. Squaring these operators gives

$$K\equiv\frac{\partial^2e}{\partial n^2}=\frac{A+B}{2},\qquad S\equiv\frac{\partial^2e}{\partial m^2}=\frac{A-B}{2}.$$

When the volume changes, let the background density change with it, so that the gas stays neutral. For $N$ electrons in volume $V$ the energy is then $Ve(N/V)$, so the pressure is $P=-e+n\,\partial e/\partial n$. Then $1/\kappa=-V\,dP/dV=n\,dP/dn=n^2K$.

For the spin response, let a weak field $\mathcal B$ favour up spins, each with moment $\mu_B$ (taking $g=2$). Minimizing $\tfrac12Sm^2-\mu_B\mathcal Bm$ gives $m=\mu_B\mathcal B/S$. The magnetization is $\mu_Bm$, so $\chi=\mu_0\mu_B^2/S$. Orbital magnetism is not included.

A negative contribution to $K$ or $S$ thus enhances the corresponding response, provided the total remains positive. Contributions add in $K$ and $S$, not in $\kappa$ and $\chi$. A contribution with $B=0$ cannot distinguish the two; one with $B<0$ favours compression over polarization.

## 2. Kinetic energy: the common stiffness

Each spin fills a Fermi sphere of radius $k_\sigma=(6\pi^2n_\sigma)^{1/3}$, so $dk_\sigma/dn_\sigma=2\pi^2/k_\sigma^2$. Its kinetic energy density is

$$t_\sigma=\int_0^{k_\sigma}\frac{4\pi k^2dk}{(2\pi)^3}\frac{\hbar^2k^2}{2m_e}=\frac{\hbar^2k_\sigma^5}{20\pi^2m_e}.$$

The first derivative is $\hbar^2k_\sigma^2/2m_e$, the energy of the next electron. The second is $2\pi^2\hbar^2/(m_ek_\sigma)$. At $m=0$, $k_\sigma=k_F$ and $n=k_F^3/3\pi^2$, hence

$$nA_s=\frac{2\hbar^2k_F^2}{3m_e}=\frac43E_F,\qquad B_s=0,\qquad nK_s=nS_s=\frac23E_F.$$

The product $nK$ is an energy, which makes contributions easy to compare. At $r_s=2$, $E_F=12.528$ eV and $nK_s=nS_s=8.352$ eV.

## 3. Exchange: equal spins only

Exchange is the interaction energy of the Slater determinant of plane waves, beyond the cancelled average field. With $v=e^2/(\varepsilon_0q^2)$, the interaction energy per volume of any uniform state is

$$\frac12\int\frac{d^3q}{(2\pi)^3}\,v\left[\frac{\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle}{V}-n\right].$$

The subtraction of $n$ removes the interaction of each electron with itself. In the determinant, $\rho_{\mathbf q}$ moves an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ without changing its spin, and the move is blocked when the final state of that spin is occupied. The bracket is therefore minus the density of blocked moves, $-\sum_\sigma O_\sigma(q)/(2\pi)^3$, where $O_\sigma$ is the overlap volume of two Fermi spheres displaced by $q$. It consists of two spherical caps of height $k_\sigma-q/2$:

$$O_\sigma=\frac{2\pi}{3}\left(k_\sigma-\frac q2\right)^2\left(2k_\sigma+\frac q2\right)=\frac{4\pi}{3}\left(k_\sigma^3-\frac34k_\sigma^2q+\frac{q^3}{16}\right).$$

The factor $q^2$ of the volume element cancels that in $v$. The integral of the last bracket from 0 to $2k_\sigma$ is $(2-\tfrac32+\tfrac14)k_\sigma^4=\tfrac34k_\sigma^4$, so

$$e_x=-\sum_\sigma\frac{e^2}{4\pi^2\varepsilon_0}\,\frac{1}{8\pi^3}\,\frac{4\pi}{3}\,\frac34k_\sigma^4=-\sum_\sigma\frac{e^2k_\sigma^4}{32\pi^4\varepsilon_0}.$$

This is a sum of one-spin functions, hence $B_x=0$. Differentiating once gives $-e^2k_\sigma/(4\pi^2\varepsilon_0)$; differentiating again gives $A_x=-e^2/(2\varepsilon_0k_F^2)$. Therefore

$$nK_x=nS_x=\frac{nA_x}{2}=-\frac{e^2k_F}{12\pi^2\varepsilon_0}.$$

An added up electron deepens the exchange energy of the next up electron and leaves down electrons unaffected. Compression and polarization gain equally. With $a_0=4\pi\varepsilon_0\hbar^2/(m_ee^2)$, division by the kinetic term gives

$$\frac{\kappa_x}{\kappa_0}=\frac{\chi_x}{\chi_0}=\frac{1}{1-1/(\pi k_Fa_0)}.$$

At $r_s=2$ the exchange contribution is $-2.7705$ eV, and the factor is $8.3520/(8.3520-2.7705)=1.496$.

## 4. Correlation: an energy shared by both spins

Correlation is what remains after the energy of the determinant is removed. To see how it depends on the two spin densities, multiply the Coulomb interaction by $\lambda$ and raise $\lambda$ from 0 to 1 at fixed $n_\uparrow,n_\downarrow$. The energy then changes at the rate given by the expectation value of the interaction, because first-order changes of a stationary state do not alter its energy.

The fluctuations $\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle$ follow from the density response. Let $\Pi_\lambda(q,i\omega)$ be minus this response at imaginary frequency. For excited states $s$ of energy $E_s$ above the ground state,

$$\Pi_\lambda=\frac1V\sum_s|\langle s|\rho_{\mathbf q}|0\rangle|^2\frac{2E_s}{E_s^2+\hbar^2\omega^2},\qquad \frac\hbar\pi\int_0^\infty d\omega\,\Pi_\lambda=\frac{\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle}{V},$$

because $\int_0^\infty d\omega\,2E/(E^2+\hbar^2\omega^2)=\pi/\hbar$. The value at $\lambda=0$ reproduces exchange and is subtracted.

Now comes the approximation. In the random-phase approximation (RPA) the electrons respond as free electrons to the applied potential plus the average potential of the induced charge. With free response $\Pi=\Pi_\uparrow+\Pi_\downarrow$ this gives $\Pi_\lambda=\Pi/(1+\lambda v\Pi)$. Exchange corrections to the screening are neglected. Put $x=v(\Pi_\uparrow+\Pi_\downarrow)$. Since $\int_0^1d\lambda\,x/(1+\lambda x)=\ln(1+x)$ and $\tfrac12\,d^3q/(2\pi)^3\to q^2dq/4\pi^2$,

$$e_c=\frac{\hbar}{4\pi^3}\int_0^\infty q^2dq\int_0^\infty d\omega\,[\ln(1+x)-x].$$

The two spins no longer enter additively: they screen the same charge fluctuations.

### Screening by one added electron

For free electrons,

$$\Pi_\sigma=\int_{k<k_\sigma}\frac{d^3k}{(2\pi)^3}\frac{2\Delta}{\Delta^2+\hbar^2\omega^2},\qquad \Delta=\frac{\hbar^2}{m_e}\left(\frac{q^2}{2}+\mathbf k\cdot\mathbf q\right).$$

Moves into occupied states may be included, because each such move $\mathbf k\to\mathbf k+\mathbf q$ has a partner $-\mathbf k-\mathbf q\to-\mathbf k$, which also starts and ends inside the sphere and has the opposite $\Delta$, so the two cancel. An added electron goes to the Fermi surface, so $g_\sigma=\partial\Pi_\sigma/\partial n_\sigma$ is the average of the integrand over directions there. With $w=m_e\omega/(\hbar q)$ and $c$ the cosine of the angle between $\mathbf k$ and $\mathbf q$,

$$g_\sigma=\frac{m_e}{\hbar^2}\int_{-1}^1dc\,\frac{q^2/2+k_\sigma qc}{(q^2/2+k_\sigma qc)^2+q^2w^2}=\frac{m_e}{2\hbar^2k_\sigma q}\ln\frac{(q/2+k_\sigma)^2+w^2}{(q/2-k_\sigma)^2+w^2}.$$

The argument of the logarithm exceeds 1, so $g_\sigma>0$: raising the density of either spin increases $\Pi_\sigma$ at every $q$ and $\omega$. This holds for the average over directions; single directions on the Fermi surface can contribute negatively.

## 5. The up-down derivative

Write $F(x)=\ln(1+x)-x$. Then $F'=-x/(1+x)$ and $F''=-1/(1+x)^2$. A mixed derivative acts once on each $\Pi_\sigma$, so at $m=0$

$$B_c=-\frac{\hbar}{4\pi^3}\int q^2dq\int d\omega\,\frac{v^2g^2}{(1+x)^2}<0.$$

The integrand is negative at every $q$ and $\omega$, so within RPA the sign holds at any density. An added up electron lowers the correlation part of the chemical potential of down electrons. At $r_s=2$, $nB_c=-1.010$ eV.

## 6. The up-up derivative

Two derivatives with respect to $n_\uparrow$ produce the same term and one more, because $\Pi_\uparrow$ is not linear in $n_\uparrow$:

$$A_c=B_c+C,\qquad C=-\frac{\hbar}{4\pi^3}\int q^2dq\int d\omega\,\frac{x}{1+x}\,v\,\frac{\partial g_\uparrow}{\partial n_\uparrow}.$$

Near $q=2k_F$, $w=0$ the last derivative contains the term $(q/2-k_F)/[(q/2-k_F)^2+w^2]$. It changes sign across $q=2k_F$ and grows at most as the inverse distance from that point in the $(q,w)$ plane, which is integrable. Inserting $A_c$ into the definitions of $K$ and $S$ gives

$$K_c=B_c+\frac C2,\qquad S_c=\frac C2.$$

The sign of the spin contribution is thus the sign of $C$. For $q\ll k_F$ the numerator and denominator in the logarithm differ by the small amount $2k_Fq$, so

$$g\to\frac{m_e}{\hbar^2}\frac1{k_F^2+w^2},\qquad \frac{\partial g_\uparrow}{\partial n_\uparrow}\to-\frac{m_e}{\hbar^2}\frac{4\pi^2}{k_F(k_F^2+w^2)^2}<0.$$

As the up sphere fills, further up electrons are faster and add, on average over directions, less screening. These diminishing returns make the long-wavelength part of $C$ positive.

This is not true at every wave vector. For $w=0$ and $q\gg k_F$, expansion of the logarithm gives $g\propto q^{-2}[1+4k_F^2/(3q^2)]$, which grows with density. At finite density the sign of $C$ therefore needs the full integral. At $r_s=2$ it gives $nC=1.574$ eV, and

$$nA_c=-1.010+1.574=0.564\ \text{eV}.$$

Equal spins also have the negative screening term, but diminishing returns outweigh it.

## 7. High density: the logarithm and its cancellation

As $r_s\to0$ the signs follow analytically. The static long-wavelength value of $x$ is $4k_F/(\pi a_0q^2)$. It equals 1 at $q_s=\sqrt{4k_F/\pi a_0}$, which is much smaller than $k_F$ in this limit. Between $q_s$ and $k_F$, $x$ is small and the long-wavelength forms apply. Below $q_s$ screening suppresses the integrands; above $k_F$ the response falls off. With $d\omega=(\hbar q/m_e)dw$ the integrals over $q$ become $\int dq/q$, giving

$$L=\ln\frac{k_F}{q_s}+\text{const}=-\frac12\ln r_s+\text{const}.$$

Using $E_h=m_ee^4/(16\pi^2\varepsilon_0^2\hbar^2)$ and $w=k_Fu$,

$$B_c\simeq-\frac{4E_hL}{\pi k_F^3}\int_0^\infty\frac{du}{(1+u^2)^2}=-\frac{E_hL}{k_F^3}.$$

The integral is $\pi/4$, as $u=\tan\theta$ shows. For $C$ we need $\Pi$. Summing $g$ over the electrons of one sphere gives $\Pi_\sigma=(m_e/2\pi^2\hbar^2)[k_F-w\arctan(k_F/w)]$. For small $x$, $x/(1+x)\simeq x$, hence

$$C\simeq\frac{16E_hL}{\pi k_F^3}\int_0^\infty\frac{1-u\arctan(1/u)}{(1+u^2)^2}du=\frac{2E_hL}{k_F^3}.$$

The first part of the integral is $\pi/4$. In the second, integrate $u/(1+u^2)^2$ to $-1/[2(1+u^2)]$: the boundary term is $\pi/4$ and the remaining integral subtracts $\pi/8$. The total is $\pi/4-\pi/8=\pi/8$.

So $C=-2B_c$ and $A_c=-B_c>0$ at logarithmic order. Multiplying by $n=k_F^3/3\pi^2$,

$$nS_c=\frac{nC}{2}\simeq-\frac{E_h}{6\pi^2}\ln r_s>0,$$

while the logarithms in $K_c=B_c+C/2$ cancel. To find what is left, use the correlation energy per electron, $\epsilon_c=e_c/n$. For small $x$, $F\simeq-x^2/2$, and the same substitutions give

$$\epsilon_c\simeq-\frac{6E_hL}{\pi^3}J,\qquad J=\int_0^\infty R^2du,\quad R=1-u\arctan\frac1u.$$

Integrate $J$ by parts. Since $uR'=R-1+u^2/(1+u^2)=R-1/(1+u^2)$,

$$J=-2\int_0^\infty uRR'du=-2J+2\int_0^\infty\frac{R\,du}{1+u^2}.$$

With $u=\cot\theta$, the last integral is $\pi/2-\int_0^{\pi/2}\theta\cot\theta\,d\theta$. By parts, the subtracted integral is $-\int_0^{\pi/2}\ln\sin\theta\,d\theta=\tfrac\pi2\ln2$; the last value follows from adding the equal integral of $\ln\cos\theta$ and using $\sin\theta\cos\theta=\tfrac12\sin2\theta$. Hence $J=\tfrac\pi3(1-\ln2)$ and

$$\epsilon_c\simeq aE_h\ln r_s+\text{const},\qquad a=\frac{1-\ln2}{\pi^2}.$$

Because $\ln r_s=-\tfrac13\ln n+\text{const}$,

$$nK_c=n\left(2\frac{d\epsilon_c}{dn}+n\frac{d^2\epsilon_c}{dn^2}\right)\to-\frac{2a}{3}E_h+\frac a3E_h=-\frac{1-\ln2}{3\pi^2}E_h<0.$$

A constant $\epsilon_c$ would make $e_c$ linear in $n$ and give $K_c=0$. Only the slow deepening of $\epsilon_c$ with density remains, so $K_c$ is negative and small. Numerically, the RPA energy at $r_s=10^{-4}$ gives $nK_c=-0.2820$ eV, equal to the limit to the digits shown. The slope of $nS_c$ against $\ln r_s$, taken between $10^{-3}$ and $10^{-4}$, is $-0.4594$ eV against $-0.4595$ eV.

## 8. The balance at $r_s=2$

The Perdew–Wang parametrization includes correlation beyond RPA. It is itself a fit, with separate functions for the unpolarized gas, the fully polarized gas and the spin stiffness, so it is a reference with its own uncertainty, especially for the spin stiffness. Other common parametrizations (Vosko–Wilk–Nusair, Perdew–Zunger, Chachiyo) give $\chi/\chi_0$ between 1.27 and 1.31 and $\kappa/\kappa_0$ between 1.549 and 1.552 at $r_s=2$; at $r_s=4$ the ranges are 1.51 to 1.62 and 3.85 to 3.93. The contributions in eV are:

| Contribution | $nA$ | $nB$ | $nK$ | $nS$ |
|---|---:|---:|---:|---:|
| kinetic | 16.70 | 0 | 8.35 | 8.35 |
| exchange | −5.54 | 0 | −2.77 | −2.77 |
| correlation, RPA | 0.56 | −1.01 | −0.22 | 0.79 |
| correlation, Perdew–Wang | 0.65 | −1.04 | −0.20 | 0.85 |

The correlation rows can be read through chemical potentials. Adding up electrons raises the correlation part for up electrons and lowers it for down electrons by more. Compression adds both spins: the two effects oppose each other, and the lowering, 1.6 to 1.8 times the rise in the two rows, wins. Polarization adds up electrons and removes down electrons. The added ups meet the positive $A_c$, and the removal of downs takes away correlation energy that the ups had gained. Both effects resist polarization.

With the Perdew–Wang values,

$$\frac{\kappa}{\kappa_0}=\frac{8.3520}{8.3520-2.7705-0.1966}=1.551,$$

$$\frac{\chi}{\chi_0}=\frac{8.3520}{8.3520-2.7705+0.8457}=1.299.$$

Correlation suppresses $\chi$ relative to the exchange-only value. It does not bring it below the free-electron value here, because $0.85$ eV is less than the $2.77$ eV gained from exchange. In absolute terms, the sequence free, exchange, exchange with correlation is $\kappa=0.00371$, $0.00555$, $0.00576\ \text{GPa}^{-1}$ and $\chi=1.63$, $2.43$, $2.11\times10^{-5}$.

## 9. How far the statement reaches

The enhancement factors over the free gas, with Perdew–Wang correlation in the last two columns, are:

| $r_s$ | exchange, both | $\kappa/\kappa_0$ | $\chi/\chi_0$ |
|---:|---:|---:|---:|
| 1 | 1.199 | 1.208 | 1.153 |
| 2 | 1.496 | 1.551 | 1.299 |
| 3 | 1.990 | 2.204 | 1.443 |
| 4 | 2.971 | 3.910 | 1.584 |

At $r_s=4$ the effect on $\kappa$ looks large although $K_c$ is small. Exchange has already reduced $K$ to $1/2.971=0.337$ of its free value; correlation lowers this to $1/3.910=0.256$. A shift of 0.081 in the inverse response is magnified because little stiffness is left.

With exchange alone, $K$ and $S$ of the unpolarized gas both vanish at $r_s=6.03$. The fully polarized determinant is lower in energy already beyond $r_s=5.45$, so between these two values the unpolarized state is only a local minimum with respect to $m$. With Perdew–Wang correlation, $K$ vanishes already at $r_s=5.25$. The compressibility diverges there, and at somewhat lower density $K$ is negative. This does not by itself mean collapse: $K$ refers to a gas kept neutral, whereas modulating the electron density against a rigid background also costs Coulomb energy. But a ratio $\kappa/\kappa_0$ no longer describes an enhancement. The statement about $K_c$ itself can still be made.

The signs $B_c<0<A_c$, $K_c<0$ and $S_c>0$ were tested in both RPA and the Perdew–Wang parametrization at $r_s=0.5$, 1, 2, 3, 4, 5 and 10. Of these, the sign of $B_c$ is proved here at every density within RPA; the others are derived in the high-density limit and otherwise rest on the numerical check. They are not shown here for arbitrarily dilute gases, where RPA is not a controlled approximation.

## Calculated quantities

```
rs = 2.0, density n = 2.0138e+29 m^-3
Fermi wave vector = 1.8133e+10 m^-1
Fermi energy = 12.5280 eV
Contributions in eV:   nA       nB       nK       nS
  kinetic       16.7040   0.0000   8.3520   8.3520
  exchange      -5.5410   0.0000  -2.7705  -2.7705
  corr. RPA      0.5640  -1.0099  -0.2229   0.7870
  corr. PW       0.6492  -1.0423  -0.1966   0.8457
RPA derived cross term nB = -1.0099 eV
RPA derived diminishing-return term nC = 1.5740 eV
RPA derived sum nA = 0.5641 eV
RPA correlation energy per electron = -1.6817 eV
Same from library fit to RPA = -1.6816 eV
Integral for cross term = 0.785398 (pi/4)
Integral for curvature term = 0.392699 (pi/8)
High density, RPA (rs = 0.001 and 0.0001):
  d(nS_c)/d ln rs = -0.4593 eV
  law -E_h/(6 pi^2) = -0.4595 eV
  nK_c at rs = 0.0001: -0.2822 eV
  law -(1-ln2)E_h/(3 pi^2) = -0.2820 eV
Enhancement over free gas (x: exchange only; xc: with PW)
  rs   kappa,x = chi,x   kappa,xc   chi,xc
   1            1.1988     1.2084   1.1534
   2            1.4964     1.5510   1.2995
   3            1.9904     2.2040   1.4425
   4            2.9712     3.9105   1.5837
At rs = 2:        kappa (1/GPa)   chi (SI, dimensionless)
  free                0.00371       1.6265e-05
  exchange            0.00555       2.4339e-05
  with PW             0.00576       2.1136e-05
K vanishes, exchange only: rs = 6.029
K vanishes, with PW correlation: rs = 5.250
```
